# Precursor Exposure for Coating a Deep Cylindrical Hole by Atomic Layer Deposition

## Result and model

A cylindrical hole of diameter $D$ and depth $L$ is open at one end and closed by a flat bottom. Outside it is a precursor gas of molecular mass $m$ at pressure $P$ and temperature $T$. One saturated cycle of atomic layer deposition takes up $K$ molecules per unit area of surface. With the aspect ratio $a=L/D$, the exposure that coats the whole hole in one cycle is

$$
Pt=K\sqrt{2\pi mkT}\left[1+\frac{19}{4}a+\frac32a^2\right].\tag{1}
$$

For large $a$ the exposure grows as the square of the aspect ratio. The coefficient $3/2$ is the leading large-$a$ result of the model below. The lower terms are approximate, because they rest on a sharp coating front and on an interpolated transmission probability.

The model assumes the following.

- Flow is molecular: molecules collide with the walls and not with each other.
- A molecule that strikes an unsaturated patch sticks with probability one. A saturated patch takes up nothing and re-emits the molecule diffusely, by the cosine law.
- Nothing desorbs, and $D$ stays constant during the cycle.
- The pressure at the mouth is constant, and the gas in the hole is in a steady state at each position of the coating front.

Unit sticking thus refers to a patch of surface that is not yet full, whatever its partial coverage. This is stronger than unit sticking on empty sites alone, for which a flat surface would be only 63% covered after $K$ impacts per unit area and 95% after $3K$. The re-emission from saturated walls is what carries precursor to the deep part of the hole.

## Dose on a flat surface

Let $n=P/kT$ be the gas density. The number of molecules striking unit area per unit time is the average of the normal velocity over molecules moving towards the surface:

$$
J=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=n\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi mkT}},\tag{2}
$$

since the integral equals $kT/m$. A flat surface is saturated when $Jt=K$. It is therefore natural to measure the dose by

$$
\Phi=\frac{Jt}{K},\qquad Pt=K\sqrt{2\pi mkT}\;\Phi .\tag{3}
$$

A flat surface needs $\Phi=1$. The task is to find $\Phi(a)$.

## One flight between wall points

A molecule leaves a wall point along a unit vector with component $n_r$ along the inward normal, $n_t$ along the circumference and $n_z$ along the axis. Seen in the cross-section, it starts at distance $D/2$ from the axis. After a path $s$ it meets the wall again when

$$
\left(-\frac D2+sn_r\right)^2+(sn_t)^2=\frac{D^2}{4}.
$$

Expanding and dividing by $s$ gives $s(n_r^2+n_t^2)=Dn_r$. Because $n_r^2+n_t^2=1-n_z^2$, the axial displacement $x=sn_z$ is

$$
x=\frac{D\,n_rn_z}{1-n_z^2}.\tag{4}
$$

The cosine law gives the direction the probability $n_r\,d\Omega/\pi$. Write $n_z=\mu$ and $n_r=\sqrt{1-\mu^2}\cos\varphi$, with $-\pi/2<\varphi<\pi/2$ and $d\Omega=d\mu\,d\varphi$. Then

$$
\langle x^2\rangle=\frac{D^2}{\pi}
\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi
\int_{-1}^{1}\frac{\mu^2\,d\mu}{\sqrt{1-\mu^2}}
=\frac{D^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac23D^2.\tag{5}
$$

The power of $1-\mu^2$ is $3/2$ from $n_r^3$ and $-2$ from the denominator of $x^2$, which leaves $-1/2$. The exchange between wall rings, taken in the limit of thin rings, independently gives $0.6667\,D^2$. Rings of finite height $h$ add $h^2/6$.

## Current through the saturated part

Let $I(z)$ be the number of molecules striking unit wall area per unit time at depth $z$. On a saturated wall the same number leaves. Let $p(x)$ be the probability density of the displacement, which is even in $x$, and let $G(s)=\int_s^\infty p(x)\,dx$ be the probability of a flight longer than $s$ in one chosen direction. The net current through the plane at $z$, counted positive into the hole, is

$$
N=\pi D\int_0^\infty\left[I(z-s)-I(z+s)\right]G(s)\,ds .
$$

Far from the ends of a long saturated section $I$ varies slowly, so $I(z\mp s)\simeq I(z)\mp sI'(z)$ and

$$
N=-2\pi D\,I'\int_0^\infty sG(s)\,ds .
$$

Exchanging the order of integration gives $\int_0^\infty sG\,ds=\int_0^\infty\tfrac12x^2p\,dx=\tfrac14\langle x^2\rangle$, because one direction carries half of the second moment. With (5),

$$
N=-\frac{\pi D\langle x^2\rangle}{2}\frac{dI}{dz}=-\frac{\pi D^3}{3}\frac{dI}{dz}.\tag{6}
$$

This is Knudsen diffusion. If $I=n\bar v/4$, with $\bar v$ the mean speed, division of (6) by the cross-section $\pi D^2/4$ gives the current density $-(D\bar v/3)\,dn/dz$. The diffusion coefficient is $D_K=D\bar v/3$.

Suppose now that the wall is saturated down to depth $l\gg D$ and absorbs beyond it. In the steady state $N$ does not depend on $z$, so $I$ falls linearly. To leading order it falls from $J$ at the mouth to zero at the front, and $N=\pi D^3J/(3l)$. The mouth admits $J\pi D^2/4$. The fraction that reaches the front is therefore

$$
W(l)\simeq\frac{4D}{3l}\qquad(l\gg D).\tag{7}
$$

For $l=0$ every entering molecule reaches the open wall, and $W=1$. A simple expression with both limits adds the two resistances:

$$
\frac1W=1+\frac{3l}{4D}.\tag{8}
$$

This is an interpolation. It was compared with a numerical solution of the wall-exchange equations at nine lengths from $l/D=0.25$ to $50$. The largest error was 12.2% of the computed $W$, at $l/D=2$, where (8) is too high. At $l/D=5$ the equations give $W=0.191$, and a Monte Carlo calculation of flights gives $0.1915\pm0.0009$.

## Advance of the front

A molecule that crosses the front next strikes an unsaturated patch and sticks, so it does not return. This holds as long as the bottom is also unsaturated. In the simulated example below, with $a=40$, the bottom is full when the front has reached about 35 diameters. If the front is treated as sharp, the molecules supplied in time $dt$ saturate a ring of height $dl$:

$$
K\pi D\,dl=J\frac{\pi D^2}{4}W(l)\,dt .\tag{9}
$$

Using $d\Phi=J\,dt/K$ from (3) and setting $u=l/D$,

$$
d\Phi=\frac{4\,du}{W}=4\left(1+\frac34u\right)du .\tag{10}
$$

Integration from $u=0$ to $a$ gives the dose for the side wall,

$$
\Phi_{\rm wall}=4a+\frac32a^2.\tag{11}
$$

The bottom needs $K\pi D^2/4$ molecules, supplied at the rate $J(\pi D^2/4)W(L)$. Its dose is

$$
\Phi_{\rm bottom}=\frac1{W(L)}=1+\frac34a .\tag{12}
$$

The sum of (11) and (12), inserted in (3), is (1). The quadratic term has a direct reading: the number of sites grows as $a$, while the rate at which molecules reach the front falls as $1/a$.

The depth coated by a dose too small to finish the hole follows by solving (11) for the depth:

$$
\frac lD=\frac{\sqrt{16+6\Phi}-4}{3}\;\longrightarrow\;\sqrt{\frac{2\Phi}{3}}\qquad(\Phi\gg1).\tag{13}
$$

In the limit of a deep front, four times the dose is thus needed to double the coated depth. The limit is approached slowly. In the simulation below, for a hole with $a=80$, the factor is 3.4 from $10D$ to $20D$ and 3.7 from $30D$ to $60D$, and (13) overstates the saturated depth by about one diameter.

## Related cases

**A hole open at both ends.** With equal gas on both sides, symmetry makes the net current through the middle plane vanish. Each half can be treated as a hole of aspect ratio $a/2$ without a bottom to coat. In the sharp-front model (11) gives

$$
\Phi_{\rm open}=4\,\frac a2+\frac32\left(\frac a2\right)^2=2a+\frac38a^2 ,\tag{14}
$$

which for large $a$ is one quarter of the dose for the closed hole.

**A wall that never saturates.** If every wall collision removed a molecule, as in continuous growth with unit sticking, only direct flights from the mouth would arrive. The mouth emits $J/\pi$ per unit area and solid angle near the axis. A distant cross-section at depth $z$ fills the solid angle $\pi D^2/(4z^2)$, so the fraction of entering molecules that reaches it directly is $D^2/(4z^2)$. The loss of this fraction per unit depth is $D^2/(2z^3)$, and these molecules land on the wall area $\pi D$ per unit depth. The wall flux is

$$
I(z)=\frac{J\pi D^2/4}{\pi D}\,\frac{D^2}{2z^3}=\frac{JD^3}{8z^3}.\tag{15}
$$

Delivering $K$ molecules per unit area at the foot of the wall then takes $\Phi=8a^3$. The quadratic law therefore depends on saturated walls releasing what strikes them.

**A very shallow hole.** As $a\to0$, (1) gives $\Phi=1$, the dose for the bottom alone. The low side wall sees the gas over half of its hemisphere and the bottom over the other half. The bottom far from the wall fills at $\Phi=1$. A point of the bottom close to the wall has up to half of its view blocked by the wall, so it fills later. Every site thus receives at least $J/2$ straight from the gas and is filled by $\Phi=2$. In the corner where wall and bottom meet, the other half of the view is taken up by neighbouring sites that are still open and re-emit nothing. The flux there stays at $J/2$, and the last site is filled at $\Phi=2$. Formula (1) is too low in this limit, because it adds the needs of the surfaces without following where the molecules land.

## Why the front is not sharp, and why the square survives

Long flights are nearly parallel to the axis. For a small angle $\varepsilon$ to the axis, $n_r=\varepsilon\cos\varphi$ and (4) becomes $x=D\cos\varphi/\varepsilon$. A flight is longer than $y$ if $\varepsilon<D\cos\varphi/y$. With the probability element $\varepsilon^2\cos\varphi\,d\varepsilon\,d\varphi/\pi$,

$$
G(y)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos\varphi}{3}\left(\frac{D\cos\varphi}{y}\right)^3d\varphi
=\frac{D^3}{3\pi y^3}\cdot\frac{3\pi}{8}=\frac{D^3}{8y^3}.\tag{16}
$$

The density is $p=3D^3/(8x^4)$. The second moment is finite, but the third absolute moment diverges logarithmically.

Behind the front the flux is approximately $I=gs$ at distance $s$, with $g$ a constant slope. By (16), the rate of landing more than $x$ ahead of the front is, for $D\ll x\ll l$,

$$
\pi D\,g\int_0^\infty s\,\frac{D^3}{8(s+x)^3}\,ds=\frac{\pi gD^4}{16x},
$$

because $\int_0^\infty s(s+x)^{-3}ds=1/(2x)$. By (6) the total supply is $\pi D^3g/3$. The fraction landing beyond $x$ is thus

$$
q(x)=\frac{3D}{16x}.\tag{17}
$$

If the coverage profile moves with the front at nearly constant shape, the coverage at distance $x$ ahead equals $q(x)$: the molecules landing beyond that point must supply the coverage that the moving profile carries past it. The coverage already laid down ahead of the front is equivalent to a fully coated length

$$
\lambda=\int q\,dx\simeq\frac{3D}{16}\ln\frac lD+{\rm const}\times D .\tag{18}
$$

The integral is cut off near $x\sim l$, where the linear flux profile ends. When the front nears the bottom, this length no longer has to be supplied. By (10), the saving in dose is about $4(\lambda/D)(3a/4)=3a\lambda/D$, of order $a\ln a$.

Long flights also alter $W$. At distance $z$ from an end of the saturated section, the flights cut off by that end change the current (6) by a relative amount of order $D/z$. Summed along the tube, this changes $1/W$ by a term of order $\ln(l/D)$, and hence the dose by order $a\ln a$. Both estimates leave the coefficient of $a^2$ unchanged.

A numerical calculation tests this without assuming a front or a formula for $W$. The wall is divided into rings of height $0.2D$, and the bottom is one element with uniform coverage. Each element re-emits only after it has filled. The second difference of the doses at equally spaced aspect ratios removes constant and linear terms. For complete holes with $a=20$, 30 and 40 it gives

$$
\frac{2568.2-2(1476.8)+684.2}{2(10)^2}=1.494 .\tag{19}
$$

The front passing depths $20D$, $40D$ and $60D$ in a hole with $a=80$ gives 1.499. Halving the ring height raises the dose at $a=20$ by 0.75%, and rings of height $0.2D$ give doses about 1% below the limit of vanishing ring height. With finer rings both values rise to about 1.51. In the limit of vanishing ring height they are 1.509 and 1.514. The excess over $3/2$ is what a term $a\ln a$ contributes to the second difference, with a coefficient near 0.5 for the complete holes and near 1 for the moving front. Both coefficients fit the two estimates above. The computed $1/W-3l/(4D)$ grows by 0.25 to 0.27 per unit of $\ln(l/D)$ between $l/D=10$ and 80, which by (10) adds about $1.05\,a\ln a$ to the dose. For a complete hole the saving $3a\lambda/D\simeq\frac{9}{16}a\ln a$ is subtracted, leaving about 0.5. For a front far above the bottom the length $\lambda$ is still being supplied, so this saving has not yet been made.

The quadratic term alone is approached slowly. With rings of height $0.2D$ the simulated dose is 1.276 times $3a^2/2$ at $a=10$, 1.070 times at $a=40$ and 1.033 times at $a=80$. Finer rings raise these ratios to about 1.29, 1.08 and 1.04. The linear term should therefore be kept at practical aspect ratios. Against the simulation with fine rings, the full formula (1) is 8 to 12% too high at $a=1$ to 2, 6% at $a=5$ and 3% at $a=10$, and within 1% from $a=20$ to 80. For shallow holes the treatment of the bottom matters: at $a=1$ the error is 12% with a single bottom element and about 8% with the bottom divided into annuli. With the divided bottom the error changes sign near $a=0.5$, and (1) is about 18% too low at $a=0.25$ and about a third too low at $a=0.1$.

## Worked example

Take $D=100$ nm, $L=4000$ nm, $T=500$ K, $P=0.10$ Torr, $m=100$ u and $K=4.0\ {\rm nm}^{-2}$. These are round model values and describe no particular compound. The aspect ratio is 40.

Equation (2) gives $J=1.571\times10^5\ {\rm nm^{-2}\,s^{-1}}$. A flat surface is saturated in

$$
\frac KJ=\frac{4.0}{1.571\times10^5}\ {\rm s}=25.5\ \mu{\rm s}.
$$

From (11), the side wall needs $\Phi=4(40)+1.5(40)^2=160+2400=2560$. From (12), the bottom adds $1+30=31$. The total is 2591, and

$$
t=2591\times25.46\ \mu{\rm s}=66\ {\rm ms},\qquad
Pt=6.6\times10^{-3}\ {\rm Torr\,s}=0.88\ {\rm Pa\,s}.
$$

The hole takes up $5.1\times10^6$ molecules. Its surface is $4a+1=161$ times the area of its mouth, yet the dose is 2591 times that of a flat surface. The remaining factor of about 16 is the cost of transport.

The simulated dose is 2568 with rings of height $0.2D$. It rises to 2588 and 2592 for heights $0.1D$ and $0.05D$, and extrapolates to about 2594, within about 0.1% of the formula at this aspect ratio. Part of the agreement comes from two errors of opposite sign. Keeping the sharp front but using the computed $W$ instead of (8) raises the dose to about 2713 in the limit of fine rings, which is 4.6% above the simulated 2594. Precursor landing ahead of the front lowers it again. In terms of (18), the difference, 119 when both doses use the same ring height, corresponds to $\lambda/D\simeq119/(3\times40)=1.0$. The logarithm supplies 0.7 of this, and the rest is of the size expected for the undetermined constant.

The simulation also shows that the bottom is not the last surface to fill. Treated as one element with uniform coverage, it saturates at $\Phi=2047$ (2059 with finer rings), about 80% of the final dose. Direct flight from the mouth gives it the flux $J/(4a^2)$, and thus a coverage of $2047/(4\times1600)=0.32$ by then. The other 0.68 has come from the walls. The term (12) is therefore part of a count of sites and does not describe a final stage in time.

## Neglected effects and real holes

For an assumed collision diameter of 0.7 nm the mean free path is 238 µm, about 2400 times $D$, so the flow in the hole is molecular. This counts the precursor alone. With a carrier gas, $P$ in (1) is the partial pressure of the precursor, while the total pressure sets the free path. For nitrogen and a mean collision diameter of 0.54 nm it is about 27 µm at 1 Torr, 2.7 µm at 10 Torr, which is less than $L$, and 35 nm at atmospheric pressure, which is less than $D$. In the last case the model does not apply. With $\bar v=325$ m/s, $D_K=0.11\ {\rm cm^2/s}$ and the diffusion time $L^2/(2D_K)$ is 0.74 µs, far below the pulse time. The gas stored in the hole at the outside density is $1.2\times10^{-5}$ of the molecules taken up. Both numbers support the steady-state assumption, provided saturated walls re-emit promptly. A residence time $\tau$ per collision stores up to $J\tau$ molecules per unit area, which is negligible only for $\tau\ll K/J=25$ µs.

Sticking below one spreads the front. Let the sticking probability be $s_0(1-\theta)$, where $\theta$ is the local coverage, and end the pulse when $\theta$ has reached 95% everywhere. The computed doses are 2574, 2591 and 2839 for $s_0=1$, 0.1 and 0.01. Ring height and time step each shift these values by about 1%. In this example, lowering $s_0$ from 1 to 0.01 costs 10% more dose, or about 18% if the pulse is ended at 99% coverage. Transport, and not reaction at the surface, sets most of the exposure over this range. For still smaller $s_0$ the reaction must eventually control it, since even a flat surface then needs a dose of order $1/s_0$. In the same model the dose is about 5500 at $s_0=10^{-3}$ and about 32000 at $s_0=10^{-4}$. For a reactant that sticks this weakly, (1) underestimates the exposure at this aspect ratio.

The example lies in the rough regime of a capacitor hole in a memory chip, where narrow, deep holes receive thin conformal films. Its diameter is on the wide side, since present holes are typically some tens of nanometres across. The assumption of constant $D$ fails over many cycles. A 5 nm film narrows the opening to 90 nm and raises the aspect ratio to 44.4. At fixed $K$, $P$ and $T$, formula (1) then asks for 22% more exposure, so in late cycles a pulse sized for the empty hole would leave about the lowest five diameters of the wall unsaturated, with a coverage below 10% at the foot. Depletion of the gas above a wafer with many holes, desorption, and reaction products that block sites can also lengthen the pulse. They depend on the reactor and the chemistry and are not included in the 66 ms, which is the model's estimate for a constant pressure at the mouth.

## Computed values

```
mean-square axial flight / D^2: 0.6667
flight tail, density*x^4/D^3: 0.3748
transmission at l/D=5, exchange equations: 0.1910
transmission at l/D=5, Monte Carlo: 0.1915
slope of 1/W against l/D, 50 to 100: 0.7486
largest error of interpolated W: 12.2 % at l/D=2
a=5: dose simulated 58.0, formula 62.2, simulated/(1.5a^2) 1.547
a=10: dose simulated 191.4, formula 198.5, simulated/(1.5a^2) 1.276
a=20: dose simulated 684.2, formula 696.0, simulated/(1.5a^2) 1.140
a=30: dose simulated 1476.8, formula 1493.5, simulated/(1.5a^2) 1.094
a=40: dose simulated 2568.2, formula 2591.0, simulated/(1.5a^2) 1.070
a=80: dose simulated 9915.1, formula 9981.0, simulated/(1.5a^2) 1.033
quadratic coefficient, complete holes: 1.494
quadratic coefficient, moving front: 1.499
dose change on halving ring height, a=20: 0.75 %
hole diameter D: 100 nm
hole depth L: 4000 nm
aspect ratio a: 40
temperature: 500 K
pressure: 0.10 Torr
molecular mass: 100 u
saturation uptake K: 4.0 nm^-2
impinging flux J: 1.571e+05 nm^-2 s^-1
flat-surface time K/J: 25.46 us
flat-surface exposure: 2.546e-06 Torr s
dimensionless dose, side wall: 2560
dimensionless dose, bottom: 31
dimensionless dose, total: 2591
quadratic term alone: 2400
pulse time: 65.97 ms
exposure: 6.597e-03 Torr s = 0.880 Pa s
pulse time from simulated dose: 65.39 ms
molecules taken up by the hole: 5.058e+06
sharp-front dose with computed W: 2703
dose at which the bottom saturates: 2047
assumed collision diameter: 0.7 nm
gas mean free path: 238 um
mean free path / D: 2378
gas stored in hole / molecules taken up: 1.20e-05
mean molecular speed: 325 m/s
Knudsen diffusion coefficient: 0.1085 cm^2/s
diffusion time L^2/(2 D_K): 0.74 us
film thickness for narrowing: 5 nm
aspect ratio after narrowing: 44.4
dose increase from narrowing: 22.2 %
Langmuir dose, 95% coverage, initial sticking 1: 2574
Langmuir dose, 95% coverage, initial sticking 0.1: 2591
Langmuir dose, 95% coverage, initial sticking 0.01: 2839
```
